# Vineyard attempt frequency of a vacancy from finite-displacement Hessians

**Result.** Let $N$ ions remain in a periodic cell of fixed shape after a vacancy has been made, and let one hop lead from a minimum $0$ over a first-order saddle $S$. For classical nuclei, harmonic surroundings of both points and no recrossing, the rate of that hop is

$$k=\nu^*e^{-E_m/k_BT},\qquad \nu^*=\frac{\prod_{i=1}^{3N-3}\nu_i^0}{\prod_{j=1}^{3N-4}\nu_j^S}. \tag{1}$$

Three translations are removed at both points, and the unstable mode is also removed at the saddle. With Hessians from central force differences of step $h$ and independent force errors of standard deviation $\sigma$,

$$\text{bias of }\ln\nu^*=ch^2,\qquad \text{standard deviation}=b/h,\qquad h_{\rm opt}=\left(\frac{b^2}{2c^2}\right)^{1/6}, \tag{2}$$

at leading order in $h$ and $\sigma$, with $b\propto\sigma$. In the 95-ion model oxide below, $\nu^*=4.05$ THz and the best step is 0.0024 nm for $\sigma=10^{-3}$ eV/nm.

## From flux to frequencies

Use mass-weighted coordinates $x_{ia}=\sqrt{m_i}\,r_{ia}$, so that the kinetic energy is $\frac12\sum\dot x^2$. The velocity $v$ normal to any dividing surface then has variance $k_BT$, and its mean forward part is

$$\int_0^\infty \frac{v\,e^{-v^2/2k_BT}}{\sqrt{2\pi k_BT}}\,dv=\sqrt{\frac{k_BT}{2\pi}} .$$

If every forward crossing counts as a hop,

$$k=\sqrt{\frac{k_BT}{2\pi}}\,\frac{Z_S}{Z_0}, \tag{3}$$

where $Z_0$ is the integral of $e^{-U/k_BT}$ over the initial well and $Z_S$ that over the dividing surface, which has one dimension less.

The Hessian in these coordinates is $D=M^{-1/2}HM^{-1/2}$, with eigenvalues $\omega^2$. Moving all ions together leaves $U$, and hence every gradient component, unchanged. Differentiating the gradient along such a motion $e_a$ gives $He_a=0$. With $t_a=M^{1/2}e_a/\sqrt{M_t}$, $M_t=\sum_i m_i$,

$$Dt_a=M^{-1/2}He_a/\sqrt{M_t}=0. \tag{4}$$

The null vectors therefore have components proportional to $\sqrt{m_i}$, not equal components. Integration along them gives the same factor $W=(\sqrt{M_t}\,L)^3$ in $Z_0$ and $Z_S$ for a cubic cell of edge $L$. A periodic cell has no free rotation to remove.

Each remaining stable mode contributes $\int e^{-\omega^2x^2/2k_BT}dx=\sqrt{2\pi k_BT}/\omega$. There are $3N-3$ of them at the minimum and $3N-4$ on the plane normal to the unstable mode, so

$$\frac{Z_S}{Z_0}=\frac{e^{-E_m/k_BT}}{\sqrt{2\pi k_BT}}\frac{\prod\omega_i^0}{\prod\omega_j^S}.$$

Inserting this in (3) leaves the prefactor $1/2\pi$. The numerator has one frequency more than the denominator, so $\omega=2\pi\nu$ supplies one factor $2\pi$, and (1) follows.

A two-ion test compares (1) with the flux integral (3). Masses of 16 u and 180 u move in a plane with relative position $(x,y)$ and

$$U=E_b(1-x^2/w^2)^2+\tfrac12\left[\kappa_S+(\kappa_0-\kappa_S)x^2/w^2\right]y^2,$$

with $E_b=1$ eV, $w=0.13$ nm, $\kappa_0=1500$ and $\kappa_S=900$ eV/nm². The ratio of flux rate to formula is 0.9973 at $k_BT=0.010$ eV and 0.9987 at 0.005 eV. Linear extrapolation to zero temperature gives 1.00001.

## Determinants and the role of the masses

Let $\det'$ omit the translations. Multiplying and dividing (1) by the modulus $\omega_\ddagger=2\pi\nu_\ddagger$ of the unstable frequency gives

$$\nu^*=\nu_\ddagger\sqrt{\det{}'D_0/|\det{}'D_S|}. \tag{5}$$

The root does not depend on the masses. To see this, lift the translations: with $T=(t_1,t_2,t_3)$, $\det(D+sTT^{\mathsf T})=s^3\det'D$. Pulling out the masses,

$$D+sTT^{\mathsf T}=M^{-1/2}(H+BB^{\mathsf T})M^{-1/2},\qquad B=\sqrt{s/M_t}\,ME,$$

where $E=(e_1,e_2,e_3)$. Choose a basis of the complement of $E$ followed by $E/\sqrt N$. There $H=\mathrm{diag}(H',0)$ and $B$ has blocks $B_1,B_2$, so

$$H+BB^{\mathsf T}=\begin{pmatrix}H'+B_1B_1^{\mathsf T}&B_1B_2^{\mathsf T}\\B_2B_1^{\mathsf T}&B_2B_2^{\mathsf T}\end{pmatrix}.$$

Subtracting $B_1B_2^{-1}$ times the lower row from the upper leaves $(H',0)$ above. The determinant is thus $\det H'(\det B_2)^2$. Since $B_2=\sqrt{sM_t/N}\;\mathbb 1$,

$$\det{}'D=\frac{(M_t/N)^3}{\prod_i m_i^3}\det H'. \tag{6}$$

The prefactor is common to both points and cancels in (5). In this classical harmonic theory an isotope change acts on $\nu^*$ through $\nu_\ddagger$ alone. If all masses are multiplied by $\mu$, $\nu^*$ falls as $\mu^{-1/2}$.

## Error from the displacement step

Let $i,j$ now label coordinates, and let subscripts on $U$ denote derivatives. Displacing coordinate $i$ by $\pm h$ changes the gradient component $g_j$ to

$$g_j(\pm h)=g_j\pm hU_{ij}+\tfrac{h^2}{2}U_{iij}\pm\tfrac{h^3}{6}U_{iiij}+\dots$$

In the central difference the even terms cancel:

$$\frac{g_j(h)-g_j(-h)}{2h}=U_{ij}+\frac{h^2}{6}U_{iiij}+O(h^4). \tag{7}$$

This matrix is not symmetric, because $U_{iiij}\ne U_{ijjj}$ in general. Averaging it with its transpose leaves the error $\Delta_{ij}=\frac{h^2}{12}(U_{iiij}+U_{ijjj})$.

For a non-degenerate eigenvector $v$ of $D$ with eigenvalue $\lambda$, first-order perturbation theory gives $\delta\ln\lambda=v^{\mathsf T}M^{-1/2}\Delta M^{-1/2}v/\lambda$; for degenerate modes the sum over the group obeys the same rule. Define, from the retained positive modes,

$$G=\sum_{\lambda>0}\frac{M^{-1/2}vv^{\mathsf T}M^{-1/2}}{\lambda}. \tag{8}$$

Since $\ln\nu^*$ contains $\frac12\sum\ln\lambda^0-\frac12\sum\ln\lambda^S$,

$$\delta\ln\nu^*=\tfrac12\mathrm{tr}(G_0\Delta_0)-\tfrac12\mathrm{tr}(G_S\Delta_S). \tag{9}$$

Because $G$ is symmetric, the two terms of $\Delta$ contribute equally, and

$$c=\frac1{12}\sum_{ij}\left[G^0_{ij}U^0_{iiij}-G^S_{ij}U^S_{iiij}\right].$$

The errors of the two Hessians partly cancel or add, according to the fourth derivatives. Neither the sign nor the size of $c$ follows from one Hessian.

## Error from force noise

Suppose each force component of each calculation has an independent error $\sigma$. The difference of two forces has standard deviation $\sqrt2\,\sigma$, so an element of the raw matrix has $s=\sigma/(\sqrt2\,h)$. For a noise matrix $X$, symmetry of $G$ gives $\mathrm{tr}[G(X+X^{\mathsf T})/2]=\mathrm{tr}(GX)$, whose variance is $s^2\|G\|^2$ with $\|G\|^2=\sum_{ij}G_{ij}^2$. By (9) the variance of $\ln\nu^*$ is $\frac14s^2(\|G_0\|^2+\|G_S\|^2)$, hence

$$b=\frac{\sigma}{2\sqrt2}\sqrt{\|G_0\|^2+\|G_S\|^2}. \tag{10}$$

With $u=M^{-1/2}v$, one mode's term in $G$ has norm $|u|^2/\lambda$, the inverse of its stiffness $u^{\mathsf T}Hu/|u|^2$. Modes of low stiffness therefore weigh most. Low frequency alone is not the criterion: multiplying all masses by one factor above 1 lowers every frequency but leaves $G$, and hence $b$, unchanged. The mean square error $c^2h^4+b^2/h^2$ is stationary when $4c^2h^3=2b^2/h^3$, which gives $h_{\rm opt}$ in (2). There the bias is $1/\sqrt2$ of the noise, and the total error is $\sqrt{3/2}\,b/h_{\rm opt}\propto\sigma^{2/3}$.

Equation (10) assumes that all coordinates are displaced and that the errors are independent. Systematic force errors, such as those left when basis functions move with the ions but their derivatives are omitted from the forces, do not obey it.

## Scheme

```
relax minimum:  g_i = component of gradient on Hessian mode i
                step_i = -g_i / max(|lambda_i|, floor)
relax saddle:   same, with the sign reversed for the lowest mode
check saddle:   displace along +/- unstable mode, relax both
for P in (minimum, saddle):
    for each coordinate i:
        row i = [grad(P + h e_i) - grad(P - h e_i)] / (2h)
    H = (rows + rows^T) / 2
    D = M^(-1/2) H M^(-1/2)
    Q = orthonormal complement of the vectors sqrt(m_i) e_a
    lambda_P = eigenvalues of Q^T D Q
require: all positive at minimum; exactly one negative at saddle
ln nu* = 1/2 [sum ln lambda_min - sum ln lambda_saddle,positive]
         - ln(2 pi)          (lambda in 1/s^2)
repeat with h/2
```

Translations are lifted out of the way during relaxation. Sums of logarithms avoid overflow of products with hundreds of factors. The floor shortens steps along nearly flat modes; it must lie below the moduli of the final eigenvalues if the last steps are to be full Newton steps. Reversing the lowest mode leads towards the intended saddle only while that mode is the hop, so the relaxations from both sides are needed to confirm the result.

**Cost.** Each Hessian takes $6N$ force calculations without symmetry, here 570, or 1140 for both points. Storage grows as $N^2$ and dense diagonalization as $N^3$. For pair forces the response of ion $j$ to ion $i$ involves that pair alone, so six evaluations of the pair table suffice for one Hessian.

## Worked example

The cell is a $2\times2\times2$ fluorite-type oxide with lattice constant 0.52 nm, one oxygen ion removed and 95 ions left. Charges are $+4e$ and $-2e$, masses 180 u and 16 u. All ions interact by Coulomb forces, with a uniform background neutralizing the vacancy's charge $+2e$. Cations and oxygen ions also repel as $A e^{-r/\rho}$, with $\rho=0.030$ nm. Under uniform scaling of the perfect crystal the Coulomb energy $E_C$ varies as $1/L$, so zero static pressure requires

$$-E_C-A\sum_{\rm pairs}\frac r\rho e^{-r/\rho}=0,$$

which gives $A=3879$ eV. This volume is kept for the vacancy.

An oxygen ion hops along a cube axis between two cations. Its nearest-cation distance falls from 0.219 nm at the minimum to 0.201 nm at the saddle, and the barrier is $E_m=1.134$ eV. After projection there are 282 positive modes at the minimum and 281 at the saddle. Relaxation from the two sides of the saddle reaches the two vacancy positions, with energies equal to that of the minimum within $10^{-6}$ eV. With the analytic Hessians, (5) reads

$$\nu^*=6.570\times0.6160=4.047\ \text{THz}=4.05\times10^{12}\ \text{s}^{-1}.$$

At 400 K, $k_BT=0.03447$ eV, and the harmonic rate in one direction is

$$k=4.047\times10^{12}\,e^{-1.1338/0.03447}=2.1\times10^{-2}\ \text{s}^{-1}.$$

**One mobile ion is not enough here.** Three clamped-ion frequencies at the minimum divided by the two transverse ones at the saddle give 12.9 THz, which is 3.2 times the full result. Moreover, the curvature along the hop with all other ions clamped at the saddle is $+242$ eV/nm². The transverse curvatures are positive too, so the hopping ion alone sees a local minimum. The instability exists only when neighbours move with it. A partial Hessian of this one ion therefore has no negative eigenvalue to discard.

**Step.** Relative to the analytic Hessians, the errors of $\ln\nu^*$ without noise are:

| $h$ (nm) | error |
|---|---|
| 0.008 | $2.59\times10^{-2}$ |
| 0.004 | $6.29\times10^{-3}$ |
| 0.002 | $1.56\times10^{-3}$ |
| 0.001 | $3.89\times10^{-4}$ |

Halving the step from 0.002 nm divides the error by 4.008, as the $h^2$ law requires, and $c=389$ nm⁻². Even the largest error, 2.6 %, changes the rate at 400 K no more than a barrier error of $0.0259\,k_BT\approx0.9$ meV.

**Noise.** For $\sigma=10^{-3}$ eV/nm, (10) gives $b=7.51\times10^{-6}$ nm and

$$h_{\rm opt}=\left[\frac{(7.51\times10^{-6})^2}{2(389)^2}\right]^{1/6}\text{nm}=0.0024\ \text{nm}.$$

Twenty-four noisy pairs of Hessians at half, one and two times this step have root-mean-square errors of 0.61, 0.37 and 0.91 %. At half the step the sampled standard deviation is 0.62 %, against 0.63 % predicted. By (2), forces ten times noisier would call for a step $10^{1/3}=2.15$ times longer, about 0.005 nm, if the leading-order laws still hold.

## Failure modes

**Translations kept.** Independent force noise turns the three zeros of $D$ into small numbers of either sign. To first order they are the eigenvalues of $T^{\mathsf T}\delta D\,T$ and scale as $\sigma/h$ at both points. As long as this term dominates, the scatter of their ratio does not shrink when the forces improve. With pair forces the step error leaves the zeros intact; with many-body forces it shifts them at order $h^4$, and that shift takes over once the noise is small enough. If the net force is subtracted from each calculation, the first-order term vanishes and the shifts are of order $\sigma^2/h^2$, negative at the minimum. In every case these eigenvalues carry no physics and must be projected out. Taking absolute values in the noisy example at $h_{\rm opt}$ multiplies $\nu^*$ by factors between 0.42 and 5.7.

**Soft modes.** At the minimum, the next term in $\ln\det{}'D$ is $-\frac12\mathrm{tr}(G\Delta G\Delta)$. When noise shifts the softest eigenvalues by amounts comparable with those eigenvalues themselves, the first-order result (10) is no longer reliable and false negative modes can appear. Dropping them would change the number of factors in (1), so the calculation must be rejected.

**Incomplete relaxation.** Away from a stationary point the energy has linear terms. In a strictly harmonic well the Hessian, and hence $\nu^*$, would be unaffected, but the energy read off there is not the stationary value, so $E_m$ is already in error. In an anharmonic well the Hessian also changes with position, and $\nu^*$ acquires an error too. A stationary point with a second negative mode is not the pass sought, because shifting the path along that mode lowers its highest point.

**Quantum nuclei.** With $x=h_P\nu/k_BT$, $h_P$ being Planck's constant, a mode's quantum partition function is $(x/2)/\sinh(x/2)$ times the classical one. The ratio of these products at saddle and minimum multiplies the rate by 0.81 at 400 K. For a parabolic barrier with $u=h_P\nu_\ddagger/k_BT$, and $\epsilon$ the energy above its top in units of $k_BT$, the transmission is $1/(1+e^{-2\pi\epsilon/u})$. Its thermal average relative to the classical flux is

$$\int_{-\infty}^{\infty}\frac{e^{-\epsilon}\,d\epsilon}{1+e^{-2\pi\epsilon/u}}=\frac{u/2}{\sin(u/2)},$$

here 1.03. The integral converges for $u<2\pi$, which means above about 50 K in this example.

**Anharmonicity and volume.** Integrating over the hopping ion's actual potential with the others clamped changes the rate by 0.2 %. This says nothing about collective anharmonicity. A lattice 0.5 % larger, relaxed again at both points, lowers the barrier to 1.060 eV and $\nu^*$ to 3.51 THz. At 400 K the rate rises by $0.868\,e^{0.0734/0.03447}\approx7.3$, far more than any step error in the table.

## Relation to hafnia gate oxides

The lattice constant is close to that of cubic hafnia, roughly 0.51 nm. That does not make the model a prediction for hafnia. Its ions carry full charges, and no electronic polarization screens the long-range field of polar vibrations, which raises the highest frequencies; the largest bulk value sampled is 29.6 THz. A real gate film can be amorphous or of lower symmetry, which replaces one barrier by many. It also works under a field that the calculation omits. For charge $2e$ and half a hop, 0.13 nm, a macroscopic (cell-averaged) field of 1 MV/cm along the hop nominally shifts the barrier by $2\times0.1\times0.13=0.026$ eV, a factor of 2.1 in rate at 400 K; at 5 MV/cm, which is of the order of the breakdown field of hafnia films, the same linear estimate gives about 40. Electronic polarization, changes of the vacancy's charge, recrossing and convergence with cell size have not been evaluated, so the barrier and $\nu^*$ belong to this 95-ion model. The full numerical output follows.

## Table of computed values

```
lattice constant: 0.520 nm; cell edge: 1.040 nm
ions with vacancy: 95; coordinates: 285
charges: +4 e, -2 e; masses: 180 u, 16 u
repulsion range rho: 0.030 nm
repulsion strength A: 3879.3 eV
bulk frequencies: 4.161 to 29.620 THz
two-ion test, flux/formula at kT=0.010 eV: 0.99730
two-ion test, flux/formula at kT=0.005 eV: 0.99866
two-ion test, extrapolated to kT=0: 1.00001
nearest cation to hopping ion, minimum: 0.2192 nm
nearest cation to hopping ion, saddle: 0.2013 nm
migration barrier: 1.1338 eV
positive modes: minimum 282, saddle 281
lowest frequency, minimum: 3.909 THz
lowest real frequency, saddle: 3.605 THz
unstable frequency (magnitude): 6.570 THz
square root of determinant ratio: 0.6160
Vineyard attempt frequency: 4.0472 THz = 4.0472e+12 1/s
attempt frequency, hopping ion only: 12.9407 THz
clamped-ion curvature along hop, saddle: 242.2 eV/nm^2
step 0.0080 nm: nu* 4.15353 THz, ln error +2.59e-02
step 0.0040 nm: nu* 4.07271 THz, ln error +6.29e-03
step 0.0020 nm: nu* 4.05350 THz, ln error +1.56e-03
step 0.0010 nm: nu* 4.04876 THz, ln error +3.89e-04
step 0.0005 nm: nu* 4.04758 THz, ln error +9.73e-05
error ratio, step 0.002 to 0.001 nm: 4.0075
bias coefficient c: 389.26 1/nm^2
force noise sigma: 1.0e-03 eV/nm
noise coefficient b: 7.511e-06 nm
best step: 0.00239 nm
rms ln error at 0.5 x best step: 6.11e-03
rms ln error at 1.0 x best step: 3.69e-03
rms ln error at 2.0 x best step: 9.07e-03
noise spread at 0.5 x best step, sampled: 6.24e-03
noise spread at 0.5 x best step, predicted: 6.29e-03
translations kept: ln spread 0.620
translations kept: factor 0.423 to 5.707
temperature: 400 K; kT: 0.03447 eV
harmonic hop rate, one direction: 2.099e-02 1/s
quantum vibration factor on rate: 0.8075
parabolic tunnelling factor on rate: 1.0264
clamped-ion anharmonic factor on rate: 1.0016
lattice +0.5 %: barrier 1.0604 eV, nu* 3.5136 THz
nominal barrier change at 1 MV/cm: 0.0260 eV
rate factor from that field: 2.126
```
